# Ideal Ferroelectric-Transistor Memory Window and the Limits of Its Upper Estimate

**A difference that ignores the oxide**

A ferroelectric film 10 nm thick lies between a metal gate and p-type silicon. With no oxide beneath the film, the threshold voltage is 1.835 V when the gate is swept upward and −0.165 V when it is swept downward. With 1 nm of oxide the two values become 1.883 V and −0.117 V, and with 2 nm they become 1.931 V and −0.069 V. Each nanometre moves both thresholds by 0.048 V, while their difference, the memory window, stays at 2.000 V. The coercive field of the film is $E_c=1$ MV/cm, so $2E_ct_F$ is also 2.000 V. Why does the oxide drop out, and what must hold for the window to be this large?

All parameters are round model values. The relative permittivities are 30 for the film's background response, 3.9 for the oxide and 11.7 for silicon. The saturated switching polarization is $P_s=20$ µC/cm², the acceptor density is $N_A=10^{17}$ cm⁻³, the intrinsic density is $n_i=10^{10}$ cm⁻³, and $T=300$ K.

**Simple case: a square loop and no other voltage drop**

Let $E$ and the displacement $D$ be positive from gate to silicon. In the film

$$D=\varepsilon_FE+P,$$

where $\varepsilon_F$ is the background permittivity and $P$ the switching part of the polarization. Suppose that $P=\pm P_s$, that it flips up at $E=+E_s$ and down at $E=-E_s$, and that the whole gate voltage lies across the film, $V_G=Et_F$. Let the transistor turn on at $D=0$.

On the rising sweep the film starts with $P=-P_s$. If it does not flip first, $D=0$ is reached at $E=P_s/\varepsilon_F$. If $E_s$ is smaller than this, the film flips at $E_s$, and $D$ jumps through zero there. Hence the zero of $D$ lies at

$$E_c=\min\left(E_s,\frac{P_s}{\varepsilon_F}\right).$$

The falling sweep is the mirror image and crosses at $-E_c$. The window is therefore

$$MW=E_ct_F-(-E_ct_F)=2E_ct_F.$$

The factor two counts one coercive voltage for each direction.

Here $E_c$ is the field at which $D$ vanishes, which is what a measurement of charge against voltage records. It need not be the switching field $E_s$. When $P_s<\varepsilon_FE_s$, the polarization is too weak to hold off $D=0$ until the film flips, and the window becomes $2P_st_F/\varepsilon_F$.

This second value is also the threshold shift that dipoles frozen at $\pm P_s$ would give. For $P_s=20$ µC/cm² it is 15.06 V, far above 2 V. It would need a film field of about 7.5 MV/cm, and the dipoles flip long before that. The window of a strongly polarized film is thus set by the coercive field and not by the stored polarization.

**Adding the oxide and the silicon**

For uniform layers in series, a slow sweep and no leakage, the gate voltage is

$$V_G=V_{FB}+Et_F+\frac{D_s}{C_{ox}}+\psi_s,\qquad C_{ox}=\frac{\varepsilon_{ox}}{t_{ox}}.$$

$V_{FB}$ is the flat-band voltage without polarization or trapped charge, set to zero in the example, and $\psi_s$ is the silicon surface potential. $D_s$ is the displacement entering the silicon. It vanishes deep in the bulk, so Gauss's law gives $0-D_s=Q_s$, or $D_s=-Q_s$, with $Q_s$ the silicon charge per area. With no charge at the interfaces, $D=D_s$ in the film as well.

The threshold is defined by a fixed drain current at low drain bias. In a uniform channel with a given mobility law, this current depends on the inversion charge and the surface field. Both are functions of $\psi_s$, so equal current means equal $\psi_s$. We take the usual criterion

$$\psi_{th}=\frac{2k_BT}{q}\ln\frac{N_A}{n_i}=0.833\ \text{V}.$$

The corresponding $D_{th}$ follows from Poisson's equation, $\varepsilon_{Si}\psi''=-\rho$. Multiplying by $2\psi'$ turns the left side into $\varepsilon_{Si}(\psi'^2)'$. Integrating from the bulk, where $\psi=\psi'=0$, to the surface, and using $D_s^2=\varepsilon_{Si}^2\psi'^2$, gives

$$D_s^2=-2\varepsilon_{Si}\int_0^{\psi_s}\rho\,d\psi.$$

With Boltzmann statistics and $u=q\psi/k_BT$, $r=(n_i/N_A)^2$, the charge density is

$$\rho=qN_A\left[(e^{-u}-1)-r(e^u-1)\right].$$

Since $d\psi=(k_BT/q)\,du$, the integral gives

$$D_s^2=2\varepsilon_{Si}k_BTN_A\left[e^{-u_s}+u_s-1+r(e^{u_s}-u_s-1)\right].$$

At threshold $re^{u_s}=1$ and $e^{-u_s}=r$. The bracket becomes $r+u_s-1+1-ru_s-r=u_s(1-r)$, and $r=10^{-14}$ is negligible. Thus

$$D_{th}\simeq\sqrt{2\varepsilon_{Si}qN_A\psi_{th}}=0.166\ \text{µC/cm}^2.$$

A direct quadrature of the charge density confirms the closed form at threshold.

Now let $E_+(D)$ and $E_-(D)$ be the film fields on the rising and falling branches. The two thresholds are

$$V_\pm=V_{FB}+t_FE_\pm(D_{th})+\frac{D_{th}}{C_{ox}}+\psi_{th}.$$

Everything except the film term is common to both, so

$$MW=V_+-V_-=t_F\left[E_+(D_{th})-E_-(D_{th})\right].$$

This answers the first question. The oxide drop at threshold is 0.048 V per nanometre, but it is the same in both directions. The drops outside the film therefore need not be negligible in order to cancel; they need only be equal at the two readings.

For a symmetric loop, reversing both $E$ and $D$ maps one branch onto the other, so $E_-(D)=-E_+(-D)$ and

$$MW=t_F\left[E_+(D_{th})+E_+(-D_{th})\right].$$

Exchanging $D_{th}$ and $-D_{th}$ changes nothing, so the window is even in $D_{th}$. For a smooth branch the first correction to $2E_ct_F$ is quadratic. The required smallness is that of $D_{th}$ on the scale over which the loop changes width.

As a test, a population of two-state relays was cycled in series with oxide and silicon, and the thresholds were read from the gate curve. The window agreed with $2E_ct_F$ for all three oxide thicknesses. With 1 nm of oxide, films of 5 nm and 20 nm gave 1.000 V and 4.000 V, as proportionality to $t_F$ requires.

**Rounding the loop**

Real films have a spread of switching fields. Let the fraction of dipoles with up-switching field below $E$ be the logistic function

$$p(E)=\frac{1}{1+e^{-(E-E_s)/\delta}}.$$

Starting from full negative saturation, a fraction $p$ has turned up and $1-p$ is still down, so

$$P_+=P_s(2p-1)=P_s\tanh\frac{E-E_s}{2\delta}.$$

The coercive field follows from $D=0$:

$$\varepsilon_FE_c=P_s\tanh\frac{E_s-E_c}{2\delta}.$$

The right side must be positive and is less than $P_s$, so $E_c<E_s$ and $E_c<P_s/\varepsilon_F$. Both limits of the square loop survive as bounds. With $\delta=0.10$ MV/cm and $\varepsilon_FE_c=2.66$ µC/cm², the ratio $\varepsilon_FE_c/P_s$ is 0.133, and

$$E_s=E_c+2\delta\,\text{artanh}(0.133)=1.027\ \text{MV/cm}.$$

Is $2E_ct_F$ an upper bound for this loop? Take any $D$ and write $E_+(D)=s+u$ and $E_+(-D)=s-u$, where $u$ now denotes a field. The window is $2st_F$. With $a=(s-E_s)/2\delta$ and $v=u/2\delta$, the branch equations for $D$ and $-D$ add to

$$2\varepsilon_Fs+P_s\left[\tanh(a+v)+\tanh(a-v)\right]=0.$$

Over a common denominator, the numerator of the bracket is $\sinh(a+v)\cosh(a-v)+\cosh(a+v)\sinh(a-v)=\sinh2a$. The denominator is $\cosh(a+v)\cosh(a-v)=\tfrac12(\cosh2a+\cosh2v)$. Hence

$$\varepsilon_Fs=-P_s\frac{\sinh2a}{\cosh2a+\cosh2v}.$$

If $a\ge0$, then $s\ge E_s>0$; the left side is positive and the right side is not, which is impossible. So $a<0$. Put $b=-2a=(E_s-s)/\delta>0$ and $c=\cosh2v$. Then

$$\varepsilon_Fs=P_s\frac{\sinh b}{\cosh b+c},\qquad \frac{d}{db}\frac{\sinh b}{\cosh b+c}=\frac{1+c\cosh b}{(\cosh b+c)^2}>0.$$

As $s$ rises, $b$ falls and the right side falls, while the left side rises. There is thus one crossing. A larger $|u|$ raises $c$ and lowers the right side at every $s$, so the crossing moves to smaller $s$. The largest $s$ belongs to $u=0$, where $E_+(D)=E_+(-D)$ and hence $D=0$. For this class of loops

$$MW\le2E_ct_F,$$

with equality at $D_{th}=0$. Since $E_+$ increases with $D$, $|u|$ grows with $|D|$, and the window shrinks steadily. In the limit of large $|D|$, $c\to\infty$ and $s\to0$: both branches are saturated in the same direction and coincide. The computed widths never rise with $D$ and end below one percent of the ideal window, as tested up to 40 µC/cm².

The shrinkage is slow at first. The window would be 1.997 V for a threshold displacement of 5 µC/cm², 1.983 V for 10, 1.937 V for 15 and 1.265 V for 20. Scaling the loss of 3.4 mV at 5 µC/cm² quadratically down to the actual 0.166 µC/cm² gives a few microvolts.

The square loop explains the plateau. Its rising branch is vertical for $D$ between $\varepsilon_FE_s-P_s$ and $\varepsilon_FE_s+P_s$, and its falling branch for $D$ between $-\varepsilon_FE_s-P_s$ and $-\varepsilon_FE_s+P_s$. The two ranges overlap for $|D|\le P_s-\varepsilon_FE_s$, about 17 µC/cm², and the width is constant there.

The weak-polarization limit can be tested as well. With $P_s=1$ µC/cm² and the same $E_s$, the window is 0.750 V, just below the bound $2P_st_F/\varepsilon_F=0.753$ V. The formula $2E_ct_F$ still applies, but with the smaller $E_c$ of that film; inserting $E_s$ would give 2.05 V.

**What the film is doing at threshold**

For the original film, $P=D_{th}-\varepsilon_FE$ gives −2.49 µC/cm² on the rising branch and +2.82 µC/cm² on the falling branch. Both are small beside 20 µC/cm². On the rising branch the fraction already turned up is

$$p=\frac12\left(1-\frac{2.49}{20}\right)=0.44.$$

The high threshold is reached when almost half of the dipoles have reversed. Most of this reversal precedes any reading. With 1 nm of oxide, $V_G=0$ on the rising branch corresponds to $E\simeq0.974$ MV/cm and $p\simeq0.37$, so the depolarizing field has already undone much of the written state when the gate returns to zero. A reading that follows this branch on to threshold disturbs the state further. The window derived here belongs to a closed sweep, with each threshold met on its own branch. It is not a statement about a reading that starts from rest and follows some other path inside the loop.

**Incomplete switching**

Now let the film field cycle between $-E_m$ and $+E_m$. Each dipole flips up at field $\alpha$ and down at $-\beta$, with $\alpha$ and $\beta$ independent and both distributed according to $p$. The tail of the logistic law at negative fields is negligible here. The film starts demagnetized by an alternating field of slowly shrinking amplitude. A dipole with $\alpha<\beta$ then ends up, because upward flips persist after downward flips have stopped; one with $\alpha>\beta$ ends down.

Write $p_m=p(E_m)$. The dipoles fall into four groups:

- A fraction $p_m^2$ has both fields below $E_m$ and follows the cycle.
- A fraction $p_m(1-p_m)$ can flip up but not down, and stays up.
- An equal fraction can flip down but not up, and stays down, cancelling the previous group.
- The rest never flips, and its demagnetized halves cancel.

On the rising branch, the cycling dipoles with $\alpha<E$ are up. Their fraction is $p_mp(E)$, which leaves $p_m^2-p_mp(E)$ down. Subtracting,

$$P_+=P_s\left[2p_mp(E)-p_m^2\right].$$

For $p_m\to1$ this returns the full branch. At $D=0$ it gives

$$p(E)+\frac{\varepsilon_FE}{2p_mP_s}=\frac{p_m}{2}.$$

The left side rises with $E$. For positive $E$ it falls with $p_m$, while the right side rises with $p_m$. The coercive field of the partial loop therefore grows with $p_m$, towards $E_c$.

Take $p_m=0.50$ and try $E=0.843$ MV/cm. Then $\varepsilon_FE=2.24$ µC/cm², and $p=0.25-2.24/20=0.138$. Inverting the logistic function,

$$E=1.027+0.10\ln\frac{0.138}{0.862}=0.844\ \text{MV/cm},$$

which reproduces the trial value within rounding. The window is $2\times0.844\times1$ V $\simeq1.69$ V, since 1 MV/cm across 10 nm is 1 V. The relay population also gives 1.69 V. For $p_m=0.20$, 0.80 and 0.95 it gives 0.59 V, 1.90 V and 1.98 V. The branch equation agrees within the test tolerance of 0.01 V, and the window was tested to increase with $p_m$. Half of each switching distribution thus already gives some 85 percent of the ideal window, although the cycling fraction is only $p_m^2=0.25$.

**The price of complete switching**

The oxide cancels in the window but not in the write voltage. In the nearly saturated cycle the film reaches 1.827 MV/cm, so at the positive end

$$D\simeq20+2.66\times1.827=24.9\ \text{µC/cm}^2.$$

The oxide field $D/\varepsilon_{ox}$ is then 72 MV/cm. The write voltage of 10.21 V divides into 1.83 V across the film, 7.20 V across 1 nm of oxide and about 1.18 V in the silicon. The last part rests on Boltzmann statistics, which fail at this charge density: the implied surface electron density, $7\times10^{22}$ cm⁻³, exceeds the atomic density of silicon. Fermi–Dirac statistics with parabolic bands raise the silicon drop to about 1.9 V and the write voltage to about 11 V. The window is unaffected because it is read at $D_{th}$.

The strength of a thin oxide is roughly 10 MV/cm, so this write operation is not physically available. Thinning the oxide lowers its voltage drop but not its field, since $D/\varepsilon_{ox}$ does not contain $t_{ox}$. An interlayer of higher permittivity lowers the field.

With the oxide field capped at 10 MV/cm, the displacement is at most 3.45 µC/cm². At the top of a partial cycle $P=P_sp_m^2$, so the cap requires

$$\varepsilon_FE_m+P_sp_m^2=3.45\ \text{µC/cm}^2.$$

The solution is $E_m=0.905$ MV/cm and $p_m=0.229$, for which the two terms are 2.40 and 1.05 µC/cm². The window is then 0.78 V, 39 percent of the ideal value. This figure is sensitive to the cap, which is only a round value: it is about 0.35 V for 8 MV/cm and about 1.45 V for 15 MV/cm. It also depends on the assumed independence of $\alpha$ and $\beta$; with $\alpha=\beta$ for each dipole it is about 0.9 V at 10 MV/cm. In this stack without trapped charge, complete switching is the assumption that fails, even though the voltage drops cancel perfectly.

**Charge trapped above the oxide**

Let a sheet charge $Q_t$ sit between ferroelectric and oxide. Gauss's law gives $D_s-D=Q_t$, so at threshold the film carries $D=D_{th}-Q_t$ while the oxide and silicon still carry $D_{th}$. If $Q_t$ has the value $Q_e$ after erasing (negative gate) and $Q_p$ after programming (positive gate), and each is held until its threshold is read,

$$MW=t_F\left[E_+(D_{th}-Q_e)+E_+(-D_{th}+Q_p)\right].$$

Suppose that erasing leaves holes, $Q_e=+\sigma$, and programming leaves electrons, $Q_p=-\sigma$. Both arguments are lowered by $\sigma$. Since $E_+$ is an increasing function, the window shrinks. To first order the loss is $2t_F\sigma$ divided by the slope of the branch,

$$\frac{dD}{dE}=\varepsilon_F+\frac{P_s}{2\delta}\,\text{sech}^2\frac{E_c-E_s}{2\delta}\simeq2.7+98=101\ \frac{\text{µC/cm}^2}{\text{MV/cm}}.$$

For $\sigma=10$ µC/cm² this predicts a change of 0.20 V, hence 1.80 V, or 2.20 V with the signs of the charge reversed. The full calculation gives 1.765 V and 2.201 V. The second value exceeds $2E_ct_F$, so the upper estimate fails when the trapped charge changes between the two states in this opposite sense.

Electrons trapped during programming also lower the oxide field, to $(D+Q_t)/\varepsilon_{ox}$. Bringing $D=24.9$ µC/cm² down to the cap of 3.45 would take $\sigma\simeq21.4$ µC/cm². If all of it remained at the reading, and holes did the same after erasing, the film would be on its saturated branch at $E_+\simeq(-21.4+20)/2.66=-0.53$ MV/cm. The window would be about −1.1 V, reversed in sign. Charge that makes complete switching possible must therefore largely leave before the reading if the ideal window is to appear.

**A loop that breaks the bound**

The inequality was proved for one logistic population. For any symmetric loop the condition is

$$E_+(D)+E_+(-D)\le2E_+(0).$$

Let 70 percent of the polarization switch around 1 MV/cm and 30 percent around 2 MV/cm. At $D=0$ the window is 2.094 V. At $D=14$ µC/cm² it is 2.602 V. At $+14$ the rising branch must draw on the hard population, while at $-14$ it is still within the soft one, and the gain at the first point exceeds the loss at the second. For this loop the window starts to grow as soon as $D$ leaves zero, but at a threshold displacement of 0.166 µC/cm² the excess is only some ten microvolts. A fixed sheet charge could shift the film to where the excess is large.

**The result with its conditions**

The ideal window is

$$MW=2E_ct_F,$$

with $E_c$ taken at $D=0$ on the saturated loop. It rests on these assumptions:

- **Voltage drops:** the oxide drop, the surface potential and the flat-band voltage are equal at the two thresholds. They need not vanish.
- **Complete switching:** both write operations saturate the film, and each threshold is read on the corresponding saturated branch.
- **Small film displacement at threshold:** $D_{th}-Q_t$, which is simply $D_{th}$ without trapped charge, is small on the scale over which the loop changes width.
- **Stable state:** any trapped charge is the same at the two threshold readings, and neither leakage nor relaxation alters the polarization before the reading.
- **Uniform, symmetric film:** one field and one loop describe the whole gate area.

Under these conditions the window is $2\times1\ \text{MV/cm}\times10\ \text{nm}=2.0$ V. It serves as an upper estimate for loops that satisfy the inequality above and whose trapped charge does not enlarge the window. The numerical output below lists the main values.

## Computed values

```
film 10 nm, oxide 1 nm, T 300 K
Ec 1.00 MV/cm, delta 0.10 MV/cm, Es 1.0267 MV/cm
Ps 20 uC/cm^2, relative permittivities: film 30, oxide 3.9, Si 11.7
acceptors 1e+17 cm^-3, ni 1e+10 cm^-3
threshold surface potential 0.833 V
threshold displacement 0.166 uC/cm^2
oxide drop at threshold 0.048 V
ideal window 2*Ec*tF 2.000 V
oxide 0 nm: thresholds 1.835 V and -0.165 V, simulated window 2.000 V
oxide 1 nm: thresholds 1.883 V and -0.117 V, simulated window 2.000 V
oxide 2 nm: thresholds 1.931 V and -0.069 V, simulated window 2.000 V
film 5 nm: simulated window 1.000 V
film 20 nm: simulated window 4.000 V
P at threshold: rising -2.49, falling 2.82 uC/cm^2
window if threshold D were 0.17 uC/cm^2: 2.0000 V
window if threshold D were 5.00 uC/cm^2: 1.9966 V
window if threshold D were 10.00 uC/cm^2: 1.9833 V
window if threshold D were 15.00 uC/cm^2: 1.9374 V
window if threshold D were 20.00 uC/cm^2: 1.2651 V
frozen-dipole shift 2*Ps*tF/eps_f 15.06 V
weak Ps 1 uC/cm^2: window 0.750 V, frozen-dipole cap 0.753 V
pm 0.20: Em 0.888 MV/cm, write 2.88 V and -2.04 V,
   oxide field 9.1 MV/cm, window 0.59 V (formula 0.60 V)
pm 0.50: Em 1.027 MV/cm, write 4.39 V and -3.55 V,
   oxide field 22.4 MV/cm, window 1.69 V (formula 1.69 V)
pm 0.80: Em 1.165 MV/cm, write 6.93 V and -6.09 V,
   oxide field 46.0 MV/cm, window 1.90 V (formula 1.90 V)
pm 0.95: Em 1.321 MV/cm, write 8.74 V and -7.91 V,
   oxide field 62.4 MV/cm, window 1.98 V (formula 1.98 V)
pm 1.00: Em 1.827 MV/cm, write 10.21 V and -9.37 V,
   oxide field 72.0 MV/cm, window 2.00 V (formula 2.00 V)
oxide field capped at 10 MV/cm: Em 0.905 MV/cm, pm 0.229, window 0.78 V
trapped charge 10 uC/cm^2 in each state:
   electrons after program, holes after erase: 1.765 V
   opposite signs: 2.201 V
two populations, 0.7 at 1 and 0.3 at 2 MV/cm:
   window 2.094 V at D = 0, 2.602 V at D = 14 uC/cm^2
```
